# Why Band Bending within the Escape Depth Falsifies Photoemission Schottky Barriers

A core-level measurement of a Schottky barrier reports a depth average of the band position, whereas the barrier is defined by the band position at the interface. If the bands bend appreciably within the photoelectron escape depth, the two differ. For a uniformly doped semiconductor with a fully depleted layer at the interface and a neutral bulk behind it, the centroid of the core-level line makes the majority-carrier barrier too small by

$$
\Delta=F\lambda-k\lambda^2\left(1-e^{-W/\lambda}\right),\qquad k=\frac{e^2N}{\varepsilon},\quad W=\sqrt{\frac{2V_b}{k}},\quad F=kW. \tag{1}
$$

Here $N$ is the density of ionized dopants, $\varepsilon$ the permittivity, $V_b>0$ the total band bending as an energy, $W$ the depletion width and $F$ the band slope at the interface. The escape depth $\lambda$ is measured along the surface normal. In the example below, a true electron barrier of 0.85 eV is read as 0.58 eV.

## From a core level to a barrier

Let $z$ be the depth below the interface, and count the core-level binding energy $B$ as positive downward from the Fermi level $E_F$. Assume that the core level lies a fixed energy $D$ below the valence-band edge $E_V$. Then at depth $z$

$$
B(z)=D+E_F-E_V(z).
$$

Take an n-type semiconductor first. Its bands bend upward towards the metal. Let $V(z)$ be the upward displacement relative to the bulk, with $V(0)=V_b$ and $V\to0$ deep inside. Raising the bands brings the core level closer to $E_F$, hence

$$
B(z)=B_{\rm bulk}-V(z),\qquad B(0)=B_{\rm bulk}-V_b .
$$

Relative to the interface, an atom at depth $z$ therefore emits at a binding energy higher by

$$
s(z)=B(z)-B(0)=V_b-V(z)\ge 0 .
$$

The electron barrier is the distance from $E_F$ up to the conduction edge at the interface. With gap $E_g$,

$$
\Phi_n=E_g-[E_F-E_V(0)]=E_g+D-B(0). \tag{2}
$$

If a measured $B$ exceeds $B(0)$, the deduced $\Phi_n$ is too small by the same amount. The error thus comes from inserting in (2) a binding energy that belongs partly to deeper atoms.

## The average over shifted lines

Suppose that the emitting atoms are uniformly distributed and that an electron from depth $z$ escapes without energy loss with probability proportional to $e^{-z/\lambda}$. The normalized depth weight is $e^{-z/\lambda}/\lambda$. A uniform metal film on top multiplies all these contributions by one common factor, which normalization removes.

Let $g$ be the line emitted at a single depth, normalized to unit area, with zero mean and the same shape everywhere. The observed line is

$$
I(B)=\int_0^\infty\frac{dz}{\lambda}\,e^{-z/\lambda}\,g\big(B-B(0)-s(z)\big).
$$

To find its centroid, multiply by $B$ and integrate over $B$ first. Each shifted line has mean $B(0)+s(z)$, so

$$
\bar B=B(0)+\Delta,\qquad \Delta=\int_0^\infty\frac{dz}{\lambda}\,e^{-z/\lambda}s(z). \tag{3}
$$

The width of $g$ has dropped out. This requires a finite mean: a Lorentzian has none, even after Gaussian broadening, and the centroid of such a line depends on the energy window. Fitting the full $I(B)$ avoids the need for a centroid, provided the form of the line and the model of the band profile are adequate.

Integrating (3) by parts shows which property of the bands matters. Since $e^{-z/\lambda}/\lambda$ is the derivative of $-e^{-z/\lambda}$,

$$
\Delta=\Big[-s(z)e^{-z/\lambda}\Big]_0^\infty+\int_0^\infty e^{-z/\lambda}s'(z)\,dz .
$$

The boundary term vanishes, because $s(0)=0$ and $s$ stays bounded. With $s'=-V'=|V'|$ for bands that fall monotonically into the semiconductor,

$$
\Delta=\int_0^\infty e^{-z/\lambda}\,|V'(z)|\,dz . \tag{4}
$$

The error is the band slope weighted by the escape probability. Flat bands give none, and a large bending gives little if it is spread over a depth much greater than $\lambda$.

## The depletion layer

In the depletion approximation the mobile electrons are absent for $z<W$ and the ionized donors have charge density $eN$. Poisson's equation for the electrostatic potential $\varphi$ is $\varphi''=-eN/\varepsilon$. An electron has potential energy $V=-e\varphi$, up to a constant, so

$$
V''=\frac{e^2N}{\varepsilon}=k .
$$

At the edge of the layer both the bending and the field vanish, $V(W)=V'(W)=0$. Two integrations give

$$
V'(z)=-k(W-z),\qquad V(z)=\frac{k}{2}(W-z)^2\qquad(z<W).
$$

Setting $z=0$ yields $V_b=kW^2/2$ and $F=|V'(0)|=kW=2V_b/W$. Beyond $W$ the slope is zero, so (4) becomes

$$
\Delta=k\int_0^W(W-z)e^{-z/\lambda}dz .
$$

One more integration by parts gives

$$
\int_0^W(W-z)e^{-z/\lambda}dz
=\Big[-\lambda(W-z)e^{-z/\lambda}\Big]_0^W-\lambda\int_0^We^{-z/\lambda}dz
=\lambda W-\lambda^2\left(1-e^{-W/\lambda}\right).
$$

Multiplying by $k$ produces (1).

Two limits show its meaning. When $\lambda\ll W$, the first term dominates:

$$
\Delta\simeq F\lambda=\frac{2V_b\lambda}{W}=\lambda\sqrt{2kV_b}.
$$

At fixed bending the error then grows as $\sqrt N$. In the opposite limit, put $x=W/\lambda\ll1$ and expand $1-e^{-x}=x-x^2/2+x^3/6-\dots$. Because $F\lambda=k\lambda^2x$, the terms linear in $x$ cancel:

$$
\Delta\simeq k\lambda^2\left(\frac{x^2}{2}-\frac{x^3}{6}\right)=V_b\left(1-\frac{W}{3\lambda}\right).
$$

Nearly the whole bending is now missed. Most of the signal comes from the neutral bulk, and the "barrier" tends to the bulk distance between the Fermi level and the conduction edge, which says nothing about the contact.

## A numerical case

Take model parameters: $E_g=1.50$ eV, relative permittivity 10, $N=10^{19}$ cm$^{-3}$, $\lambda=2.0$ nm, and a bulk Fermi level $\xi=0.05$ eV below the conduction edge. With $V_b=0.80$ eV the true barrier is $\Phi_n=V_b+\xi=0.85$ eV.

The curvature is $k=0.01810$ eV/nm², so

$$
W=\sqrt{\frac{2(0.80)}{0.01810}}\ \text{nm}=9.40\ \text{nm},\qquad F=0.01810\times9.403=0.170\ \text{eV/nm}.
$$

The linear term is $F\lambda=0.340$ eV. The bulk beyond $W$ contributes a fraction $e^{-W/\lambda}=0.0091$ of the signal, and the curvature term is $0.01810\times4\times0.9909=0.072$ eV. Hence

$$
\Delta=0.340-0.072\simeq0.269\ \text{eV},
$$

where the last digit follows from the unrounded terms. The apparent barrier is $0.85-0.269=0.581$ eV. An escape depth of about one fifth of the depletion width has removed nearly a third of the barrier, because the bands are steepest where the signal is strongest.

The barrier meant here is the band-edge position at the interface, without image-force lowering. At the interface field of this example, 1.7 MV/cm, that lowering is about 0.16 eV if the static permittivity applies, and tunnelling through the thin layer can reduce the effective barrier further. A current measurement should therefore not be expected to return 0.85 eV.

At the same bending, dopings of $10^{17}$, $10^{18}$ and $10^{19}$ cm$^{-3}$ give errors of 0.033, 0.100 and 0.269 eV. The two steps are factors of 3.0 and 2.7, below $\sqrt{10}\simeq3.2$. Dividing (1) by $F\lambda$ explains the shortfall:

$$
\frac{\Delta}{F\lambda}=1-\frac{\lambda}{W}\left(1-e^{-W/\lambda}\right).
$$

As $W$ shrinks, the slope decreases noticeably within the sampled depth and the error falls behind the linear law.

## The p-type contact and a consistency check

On p-type material the bands bend downward by an amount $U(z)>0$, with $U(0)=V_b$. If the bulk Fermi level lies $\xi$ above the valence edge, then

$$
E_F-E_V(z)=\xi+U(z),\qquad \Phi_p=E_F-E_V(0)=\xi+V_b .
$$

Deeper atoms now have lower binding energies. The average of $\xi+U(z)$ is $\Phi_p-\Delta_p$, with $\Delta_p$ given by (1) for the p-type bending. The core-level shift has reversed sign, but so has the way $B$ enters the barrier: $\Phi_p=B(0)-D$, against $-B(0)$ in (2). Both majority-carrier barriers are therefore underestimated.

If the interface Fermi level has the same position in the gap on both materials, the true barriers satisfy $\Phi_n+\Phi_p=E_g$. The apparent ones satisfy

$$
\Phi_n^{\rm app}+\Phi_p^{\rm app}=E_g-\Delta_n-\Delta_p .
$$

In the example $\Phi_p=0.65$ eV. With the same doping and $\xi=0.05$ eV, the p-type bending is 0.60 eV and $\Delta_p=0.224$ eV. The apparent barriers, 0.581 and 0.426 eV, add up to 1.008 eV, which is 0.492 eV short of the gap.

An error in $D$ that is the same for both samples cannot cause this deficit, since $D$ enters the two barriers with opposite signs and cancels in the sum. A surface photovoltage can. If light reduces the bending while the bulk stays grounded, $B(0)=B_{\rm bulk}-V_b$ rises on n-type material, and the corresponding level falls on p-type material. Both apparent barriers then decrease. The deficit is a warning, and its dependence on emission angle or light intensity is needed to identify the cause.

## If the peak maximum is used

Equation (1) concerns the centroid. The depth distribution makes the line asymmetric, so its maximum lies elsewhere. For a Gaussian $g$ of standard deviation $\sigma$, let $x$ be the energy measured from $B(0)$, and let angle brackets denote the depth average. The maximum satisfies

$$
\left\langle(x-s)\,e^{-(x-s)^2/2\sigma^2}\right\rangle=0 .
$$

Write $x=\Delta+\delta$ and $s=\Delta+t$, so that $\langle t\rangle=0$. For a line much broader than the spread of shifts, expand the exponential to first order:

$$
\delta-\frac{\langle(\delta-t)^3\rangle}{2\sigma^2}\simeq0,\qquad
\langle(\delta-t)^3\rangle=\delta^3+3\delta\langle t^2\rangle-\langle t^3\rangle .
$$

Since $\delta$ is itself of order $1/\sigma^2$, the terms containing it on the right are of higher order. With $\mu_3=\langle t^3\rangle$,

$$
x_{\rm peak}\simeq\Delta-\frac{\mu_3}{2\sigma^2}. \tag{5}
$$

Here $\mu_3=0.00718$ eV³ is positive: the distribution has a tail towards large shifts, which pulls the mean more than the maximum. For a full width at half maximum of 1.0 eV, $\sigma=0.425$ eV and (5) gives $0.269-0.020=0.249$ eV. Direct maximization also gives 0.249 eV. Agreement this close is not guaranteed by the expansion, because $\sigma$ is not large compared with the 0.80 eV range of shifts.

For widths of 0.5, 0.2 and 0.1 eV the peak error falls to 0.203, 0.122 and 0.076 eV. The reason lies in the density of shifts. From $p(s)\,ds=e^{-z/\lambda}dz/\lambda$ and $ds/dz=k(W-z)$,

$$
p=\frac{e^{-z/\lambda}}{\lambda k(W-z)},\qquad
\frac{d\ln p}{dz}=-\frac1\lambda+\frac1{W-z}.
$$

For $z<W-\lambda$ this density decreases with depth, so it is high at the interface value $s=0$. A narrower line resolves that edge better, and its maximum moves towards it.

This trend cannot be continued to zero width. The unbent bulk emits at the single shift $s=V_b$ with weight $e^{-W/\lambda}$, and forms a separate line of height $e^{-W/\lambda}/(\sigma\sqrt{2\pi})$. That height reaches the interface density $1/(\lambda F)$ when

$$
\sigma\sim\frac{\lambda F e^{-W/\lambda}}{\sqrt{2\pi}}\simeq\frac{0.340\times0.0091}{2.51}\ \text{eV}\simeq0.001\ \text{eV}.
$$

Shifts just short of $V_b$ add to the bulk line, so within the sharp depletion model the crossover lies somewhat higher, near $\sigma=0.0016$ eV, and below it the highest point marks the bulk. This width is much smaller than $k_BT$ at room temperature, and on that scale the sharp edge is not realistic. Mobile electrons, treated in the next section, spread the bulk line over a range of shifts. For the Boltzmann profile at 300 K the crossover drops to about $7\times10^{-5}$ eV. All these values lie far below the linewidths considered here.

## What mobile electrons change

The depletion edge is not sharp. For Boltzmann electrons with thermal energy $\tau=k_BT$, the net positive charge is reduced by the factor $1-e^{-V/\tau}$:

$$
V''=k\left(1-e^{-V/\tau}\right).
$$

Multiply by $V'$ and integrate, using $V=V'=0$ in the bulk:

$$
(V')^2=2k\left[V-\tau\left(1-e^{-V/\tau}\right)\right].
$$

At the interface $e^{-V_b/\tau}$ is negligible, so the slope becomes $\sqrt{2k(V_b-\tau)}$, which is the depletion result with $V_b$ replaced by $V_b-\tau$. To see what happens to the curvature term, integrate (4) by parts once more:

$$
\Delta=\lambda|V'(0)|-\lambda\int_0^\infty e^{-z/\lambda}V''(z)\,dz .
$$

The charge differs from full depletion mainly near $z=W$, where the escape factor is about one per cent. The change of slope therefore dominates. At 300 K, $\tau=0.026$ eV; numerical integration of the profile gives $\Delta=0.2633$ eV, and (1) with $V_b-\tau$ gives 0.2631 eV. Sharp depletion overestimates the error by about 5 meV, or 2% of $\Delta$. Boltzmann statistics are themselves approximate when the bulk Fermi level is just two thermal energies from the band edge. The chosen $N$ and $\xi$ also imply a heavy band, with a density-of-states mass of about two free-electron masses. In a semiconductor with a light electron mass, such as n-type GaAs, the same electron density would put the Fermi level inside the band, and degenerate statistics would be needed.

## Recovering the interface value

If elastic scattering of the photoelectrons is neglected, tilting the analyser by an angle $\alpha$ from the normal reduces the escape depth to $\lambda\cos\alpha$. At 60° it is halved, and the error drops from 0.269 to 0.152 eV. A straight line through the two centroids, extrapolated to zero escape depth, leaves the error $2\Delta(\lambda/2)-\Delta(\lambda)$. With $q=e^{-W/\lambda}$, halving $\lambda$ turns $q$ into $q^2$, and

$$
2\left[\frac{F\lambda}{2}-\frac{k\lambda^2}{4}(1-q^2)\right]-F\lambda+k\lambda^2(1-q)
=\frac{k\lambda^2}{2}(1-q)^2 .
$$

The linear terms cancel and the curvature remains. Its value, 0.036 eV, has the same sign as the original error, so the extrapolated barrier is still slightly low.

If $N$, $\varepsilon$, $\lambda$ and the bulk Fermi position $\xi$ are known, one can instead solve for $V_b$. The centroid gives the mean bending $\langle V\rangle=\Phi_n^{\rm app}-\xi$, and in the depletion model

$$
\langle V\rangle=V_b-\Delta(V_b).
$$

From $F=\sqrt{2kV_b}$ and $W=\sqrt{2V_b/k}$ one finds $dF/dV_b=1/W$ and $dW/dV_b=1/(kW)$. Differentiating (1) then gives

$$
\frac{d\Delta}{dV_b}=\frac{\lambda}{W}\left(1-e^{-W/\lambda}\right)<1,
$$

because $1-e^{-x}<x$ for $x>0$. The mean bending increases steadily with $V_b$, so the solution is unique.

Applied to the centroid that includes mobile electrons, $\langle V\rangle=0.537$ eV, this inversion returns $V_b=0.807$ eV and a barrier of 0.857 eV. The excess of 7 meV is the model error, 5.2 meV before rounding, divided by $1-d\Delta/dV_b\simeq0.79$. When $\lambda\gg W$ this divisor tends to $W/(2\lambda)$, and small errors in the centroid are strongly amplified: a signal dominated by the bulk holds little information about the interface.

The inversion also inherits the assumptions of the profile and of a fixed $D$. Near a metal, the image charge screens the core hole and lowers its binding energy by roughly $e^2/(16\pi\varepsilon z)$, about 0.04 eV at a depth of 1 nm for the permittivity used here. This raises the apparent electron barrier and lowers the apparent hole barrier. Chemical reaction at the contact changes $D$ or adds shifted components, and interface charge spread over a finite depth changes $V(z)$ where the weight is largest. At $10^{19}$ cm$^{-3}$ the mean dopant spacing $N^{-1/3}$ is about 4.6 nm, comparable with both $\lambda$ and $W$, so at a given depth below the metal the potential also varies laterally. Equation (3) still holds for the laterally averaged potential, but a smooth layer of charge is then an idealization, and lateral variation further distorts the line shape. The numerical output gives the main values to more digits.

## Calculated quantities

```
Band gap: 1.50 eV
Relative permittivity: 10
Doping: 1e+19 cm^-3
Escape depth, normal emission: 2.0 nm
Temperature: 300 K; kT: 0.0259 eV
Bulk Fermi level to majority edge: 0.05 eV
Band bending, n-type: 0.80 eV
Band bending, p-type: 0.60 eV
True electron barrier: 0.85 eV
True hole barrier: 0.65 eV
Curvature k: 0.01810 eV/nm^2
Depletion width, n-type: 9.403 nm
Depletion width, p-type: 8.143 nm
Escape depth / width, n-type: 0.2127
Interface slope F, n-type: 0.1702 eV/nm
Linear estimate F*L, n-type: 0.3403 eV
Bulk weight exp(-W/L), n-type: 0.00908
Centroid error, n-type: 0.2686 eV
Centroid error, p-type: 0.2236 eV
Apparent electron barrier: 0.5814 eV
Apparent hole barrier: 0.4264 eV
Sum of apparent barriers: 1.0078 eV
Gap minus that sum: 0.4922 eV
Doping 1e+17 cm^-3, bending 0.80 eV: W = 94.03 nm, error = 0.0333 eV
Doping 1e+18 cm^-3, bending 0.80 eV: W = 29.74 nm, error = 0.1004 eV
Doping 1e+19 cm^-3, bending 0.80 eV: W = 9.40 nm, error = 0.2686 eV
Third central moment of shifts: 0.007176 eV^3
Gaussian sigma at FWHM 1.0 eV: 0.4247 eV
Broad-line peak estimate at FWHM 1.0 eV: 0.2487 eV
Peak-maximum error at FWHM 1.0 eV: 0.2488 eV
Peak-maximum error at FWHM 0.5 eV: 0.2029 eV
Peak-maximum error at FWHM 0.2 eV: 0.1222 eV
Peak-maximum error at FWHM 0.1 eV: 0.0756 eV
Centroid error with mobile electrons: 0.2633 eV
Formula with bending reduced by kT: 0.2631 eV
Centroid error at 60 degrees: 0.1521 eV
Error left by two-angle extrapolation: 0.0355 eV
Mean bending with mobile electrons: 0.5367 eV
Recovered band bending: 0.8066 eV
Recovered electron barrier: 0.8566 eV
```
